**Sign test for the four-band Luttinger-Kohn matrix**

The program compares the right matrix ($H_{12}=-S$, $H_{34}=+S$, $H_{13}=H_{24}=R$) with versions in which one or both $S$ entries are reversed. $P$ and $Q$ are the diagonal parts, $R$ and $S$ the off-diagonal elements, and hole energies are positive below the valence edge. It asserts that the elements built from spin-3/2 operators agree with the formulas and with a projected $p$-orbital model. By diagonalization it asserts that reversing both $S$ entries keeps the doublets at $P\pm\sqrt{Q^2+|R|^2+|S|^2}$, while reversing one gives $P\pm\sqrt{Q^2+(|R|\pm|S|)^2}$ with independent signs. It also asserts that doublets occur for 8 of the 16 sign patterns, those with a negative loop product $H_{12}H_{24}H_{43}H_{31}$, and that the middle levels can touch by accident when $Q=0$ and $|R|=|S|$. For rough germanium parameters at 0.02 per angstrom along [111], the output shows a false splitting of 0.0201 eV and one level 0.0038 eV above the valence edge. Further output covers shear strain with mismatched signs, the six-band shift and an estimate of nonparabolicity.

## Check in Python

```python
"""
Signs of the off-diagonal elements in the four-band Luttinger-Kohn matrix.

Result under test (hole energies, positive downward from the valence edge;
basis |3/2>, |1/2>, |-1/2>, |-3/2> with standard phases):
  right matrix: H12=-S, H34=+S, H13=H24=R  -> P +- sqrt(Q^2+|R|^2+|S|^2), doublets
  both S entries reversed                   -> same spectrum (change of basis)
  one S entry reversed -> P +- sqrt(Q^2+(|R| +- |S|)^2), four single levels
P, Q are the diagonal parts, R and S the off-diagonal elements, g = (gamma1,
gamma2, gamma3) the Luttinger parameters, k the wave vector.
Algebra is in atomic units; HB2M = hbar^2/m converts k^2 in 1/angstrom^2 to eV.
"""
import itertools
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HB2M = HARTREE * BOHR**2
KT = const.k * 300.0 / const.e
rng = np.random.default_rng(7)

# Spin-3/2 matrices from the ladder operator
m = np.array([1.5, 0.5, -0.5, -1.5])
Jp = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1).astype(complex)
J = [(Jp + Jp.conj().T) / 2, (Jp - Jp.conj().T) / 2j, np.diag(m).astype(complex)]


def sym(a, b):
    return (a @ b + b @ a) / 2


def h_from_J(k, g):
    """Luttinger Hamiltonian from its definition by spin-3/2 operators."""
    h = (g[0] + 2.5 * g[1]) * np.dot(k, k) / 2 * np.eye(4, dtype=complex)
    for i in range(3):
        h -= g[1] * k[i]**2 * J[i] @ J[i]
        for j in range(i + 1, 3):
            h -= 2 * g[2] * k[i] * k[j] * sym(J[i], J[j])
    return h


def elements(k, g):
    x, y, z = k
    P = g[0] * (x*x + y*y + z*z) / 2
    Q = g[1] * (x*x + y*y - 2*z*z) / 2
    R = np.sqrt(3) / 2 * (-g[1] * (x*x - y*y) + 2j * g[2] * x * y)
    S = np.sqrt(3) * g[2] * (x - 1j*y) * z
    return P, Q, R, S


def assemble(P, Q, R, S, s12=-1, s34=1, r13=1, r24=1):
    up = np.zeros((4, 4), dtype=complex)
    up[0, 1], up[2, 3], up[0, 2], up[1, 3] = s12*S, s34*S, r13*R, r24*R
    return up + up.conj().T + np.diag([P + Q, P - Q, P - Q, P + Q])


def right_levels(P, Q, R, S):
    w = np.sqrt(Q**2 + abs(R)**2 + abs(S)**2)
    return np.array([P - w, P - w, P + w, P + w])


def wrong_levels(P, Q, R, S):
    a = np.sqrt(Q**2 + (abs(R) + abs(S))**2)
    b = np.sqrt(Q**2 + (abs(R) - abs(S))**2)
    return np.array([P - a, P - b, P + b, P + a])


# Orbital p states (x, y, z) times spin 1/2; j=3/2 states built by lowering
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
L = [-1j * eps[i] for i in range(3)]
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
J6 = [np.kron(L[i], np.eye(2)) + np.kron(np.eye(3), pauli[i]) / 2 for i in range(3)]
state = np.kron(-np.array([1, 1j, 0]) / np.sqrt(2), np.array([1, 0]))
columns = [state]
for _ in range(3):
    state = (J6[0] - 1j * J6[1]) @ state
    state = state / np.linalg.norm(state)
    columns.append(state)
V = np.array(columns).T


def h_six(k, g, split):
    """Six-band matrix in the p-orbital basis; split = split-off energy."""
    k = np.asarray(k, float)
    h = 3 * g[2] * np.outer(k, k)
    for i in range(3):
        h[i, i] = ((g[0] + 4*g[1]) * k[i]**2
                   + (g[0] - 2*g[1]) * (k @ k - k[i]**2)) / 2
    so = sum(np.kron(L[i], pauli[i]) for i in range(3))
    return np.kron(h, np.eye(2)) + split / 3 * (np.eye(6) - so)


gam = np.array([13.4, 4.2, 5.7])     # rough germanium values
U = np.diag([1, -1, 1, -1]).astype(complex)

# Matrix elements and their signs: two independent constructions
for _ in range(20):
    k = rng.normal(size=3)
    h = h_from_J(k, gam)
    assert np.allclose(h, assemble(*elements(k, gam)), atol=1e-11)
    assert np.allclose(h, V.conj().T @ h_six(k, gam, 0.0) @ V, atol=1e-11)
    # reversing both S entries = rotating the in-plane wave vector by pi
    turned = h_from_J(k * np.array([-1, -1, 1]), gam)
    rot = expm(-1j * np.pi * J[2])
    assert np.allclose(U @ h @ U, turned, atol=1e-11)
    assert np.allclose(rot @ h @ rot.conj().T, turned, atol=1e-11)

# Spectra and antiunitary symmetries for general complex R and S
T = expm(-1j * np.pi * J[1])
X = np.fliplr(np.eye(4))
assert np.allclose(T @ T.conj(), -np.eye(4))
assert np.allclose(X @ X.conj(), np.eye(4))
for _ in range(50):
    P, Q = rng.normal(size=2)
    R, S = rng.normal(size=2) + 1j * rng.normal(size=2)
    good = assemble(P, Q, R, S)
    both = assemble(P, Q, R, S, s12=1, s34=-1)
    one = assemble(P, Q, R, S, s34=-1)
    other = assemble(P, Q, R, S, s12=1)
    assert np.allclose(np.linalg.eigvalsh(good), right_levels(P, Q, R, S))
    assert np.allclose(np.linalg.eigvalsh(both), right_levels(P, Q, R, S))
    assert np.allclose(U @ good @ U, both)
    for bad in (one, other):
        assert np.allclose(np.linalg.eigvalsh(bad), wrong_levels(P, Q, R, S))
    assert np.allclose(T @ good.conj() @ T.conj().T, good)
    assert not np.allclose(T @ one.conj() @ T.conj().T, one)
    assert np.allclose(X @ one.conj() @ X, one)

# All sign patterns: doublets exactly when the loop product is negative
n_doublet = 0
P, Q, R, S = 1.0, 0.3, 0.7 + 0.4j, -0.5 + 0.9j
for signs in itertools.product([1, -1], repeat=4):
    h = assemble(P, Q, R, S, *signs)
    e = np.linalg.eigvalsh(h)
    paired = bool(e[1] - e[0] < 1e-10 and e[3] - e[2] < 1e-10)
    loop = h[0, 1] * h[1, 3] * h[3, 2] * h[2, 0]
    assert abs(loop.imag) < 1e-12
    assert paired == bool(loop.real < 0)
    n_doublet += paired
assert n_doublet == 8

# Accidental touching of the middle levels: Q=0 and |R|=|S|
phi = np.arccos(1 / np.sqrt(3)) / 2
k = np.array([np.sqrt(2) * np.cos(phi), np.sqrt(2) * np.sin(phi), 1.0])
e = np.linalg.eigvalsh(assemble(*elements(k, (7.0, 2.0, 1.0)), s34=-1))
assert abs(e[2] - e[1]) < 1e-10 and e[1] - e[0] > 1 and e[3] - e[2] > 1
ph = np.linspace(0, 2 * np.pi, 721)
cone = elements((np.sqrt(2)*np.cos(ph), np.sqrt(2)*np.sin(ph), np.ones_like(ph)), gam)
assert np.allclose(cone[1], 0)
cone_ratio = np.max(abs(cone[2]) / abs(cone[3]))
assert cone_ratio < 1

# Worked example along [111]
kmag = 0.02
k111 = kmag * np.ones(3) / np.sqrt(3)
scaled = HB2M * gam
P, Q, R, S = elements(k111, scaled)
H = h_from_J(k111, scaled)
e_right = np.linalg.eigvalsh(H)
e_wrong = np.linalg.eigvalsh(assemble(P, Q, R, S, s34=-1))
mass_right = HB2M * kmag**2 / 2 / e_right
mass_wrong = HB2M * kmag**2 / 2 / e_wrong
assert np.allclose(mass_right[[0, 2]],
                   [1/(gam[0] - 2*gam[2]), 1/(gam[0] + 2*gam[2])])
gap_wrong = e_wrong[1] - e_wrong[0]
assert e_right[1] - e_right[0] < 1e-12 and gap_wrong > 1e-3
assert e_wrong[0] < 0 < e_right[0]

# Directions that hide the error, and the broken cubic symmetry
for d in ([0, 0, 1], [1, 0, 0], [1, 1, 0], [1, 0.3, 0]):
    d = kmag * np.array(d, float) / np.linalg.norm(d)
    assert np.allclose(np.linalg.eigvalsh(h_from_J(d, scaled)),
                       np.linalg.eigvalsh(assemble(*elements(d, scaled), s34=-1)),
                       atol=1e-12)
k110 = kmag * np.array([1, 1, 0]) / np.sqrt(2)
k011 = kmag * np.array([0, 1, 1]) / np.sqrt(2)
r110, r011 = [np.linalg.eigvalsh(h_from_J(q, scaled)) for q in (k110, k011)]
w110, w011 = [np.linalg.eigvalsh(assemble(*elements(q, scaled), s34=-1))
              for q in (k110, k011)]
assert np.allclose(r110, r011, atol=1e-12)
assert abs(w110[0] - w011[0]) > 1e-3

# Share of directions in which a wrong level lies above the valence edge
ct = (np.arange(400) + 0.5) / 200 - 1
az = (np.arange(400) + 0.5) * 2 * np.pi / 400
C, A = np.meshgrid(ct, az, indexing="ij")
st = np.sqrt(1 - C**2)
ball = elements((st*np.cos(A), st*np.sin(A), C), gam)
assert np.min(right_levels(*ball)[0]) > 0
fraction = np.mean(wrong_levels(*ball)[0] < 0)
assert 0 < fraction < 1

# Shear strain: both S entries reversed in the k part only
d_shear, strain = -5.0, 0.001
H_strain = 2 * d_shear / np.sqrt(3) * strain * (sym(J[0], J[2]) + sym(J[1], J[2]))
S_strain = -d_shear * strain * (1 - 1j)
e_str = np.linalg.eigvalsh(H + H_strain)
e_all = np.linalg.eigvalsh(U @ (H + H_strain) @ U)
e_mix = np.linalg.eigvalsh(U @ H @ U + H_strain)
assert np.allclose(e_str, e_all, atol=1e-12)
assert np.allclose(e_str, right_levels(P, Q, R, S + S_strain), atol=1e-12)
assert np.allclose(e_mix, right_levels(P, Q, R, -S + S_strain), atol=1e-12)
assert abs(e_mix[0] - e_str[0]) > 1e-3

# Neglected effects at the same wave vector
split_off, direct_gap = 0.3, 0.9
e_six = np.linalg.eigvalsh(h_six(k111, scaled, split_off))
assert np.allclose(e_six[0::2], e_six[1::2], atol=1e-12)
# a huge split-off energy must restore four bands; residue is coupling^2/split
e_far = np.linalg.eigvalsh(h_six(k111, scaled, 1e4))[:4]
assert np.allclose(e_far, e_right, atol=1e-6)
shift_so = e_six[:4] - e_right
nonpar = e_right[2]**2 / direct_gap
assert np.max(abs(shift_so)) < gap_wrong and nonpar < gap_wrong


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Hole energies: positive below the valence edge")
show("hbar^2/m", HB2M, "eV angstrom^2", 4)
print("gamma1, gamma2, gamma3 (rough Ge):", *gam)
show("k along [111]", kmag, "1/angstrom", 3)
show("P", P, "eV")
show("|Q|", abs(Q), "eV")
show("|R|", abs(R), "eV")
show("|S|", abs(S), "eV")
for i in range(4):
    show(f"right level {i+1}", e_right[i], "eV")
for i in range(4):
    show(f"one S reversed, level {i+1}", e_wrong[i], "eV")
show("right heavy-hole mass", mass_right[0], "m_e", 4)
show("right light-hole mass", mass_right[2], "m_e", 4)
for i in range(4):
    show(f"wrong mass {i+1}", mass_wrong[i], "m_e", 4)
show("false splitting, levels 1-2", gap_wrong, "eV")
show("false splitting, converted", 1000 * gap_wrong, "meV", 2)
show("false splitting, levels 3-4", e_wrong[3] - e_wrong[2], "eV")
show("right lowest level [110]", r110[0], "eV")
show("right lowest level [011]", r011[0], "eV")
show("wrong lowest level [110]", w110[0], "eV")
show("wrong lowest level [011]", w011[0], "eV")
show("directions with level in gap", 100 * fraction, "percent", 1)
print("sign patterns with doublets:", n_doublet, "of 16")
show("largest |R|/|S| on Q=0 cone", cone_ratio, "", 4)
show("shear deformation potential", d_shear, "eV", 1)
show("strain xz = yz", strain, "", 4)
show("|S| from strain", abs(S_strain), "eV")
show("strained heavy level", e_str[0], "eV")
show("strained light level", e_str[2], "eV")
show("S reversed in k part only, heavy", e_mix[0], "eV")
show("S reversed in k part only, light", e_mix[2], "eV")
show("split-off energy (rough Ge)", split_off, "eV", 1)
show("six-band shift, heavy", abs(shift_so[0]), "eV (magnitude)")
show("six-band shift, light", shift_so[2], "eV")
show("direct gap (rough Ge)", direct_gap, "eV", 1)
show("nonparabolicity estimate E^2/Eg", nonpar, "eV")
show("thermal energy at 300 K", KT, "eV")
print("ALL CHECKS PASSED")
```

Output:

```
Hole energies: positive below the valence edge
hbar^2/m: 7.6200 eV angstrom^2
gamma1, gamma2, gamma3 (rough Ge): 13.4 4.2 5.7
k along [111]: 0.020 1/angstrom
P: 0.02042 eV
|Q|: 0.00000 eV
|R|: 0.01003 eV
|S|: 0.01419 eV
right level 1: 0.00305 eV
right level 2: 0.00305 eV
right level 3: 0.03780 eV
right level 4: 0.03780 eV
one S reversed, level 1: -0.00379 eV
one S reversed, level 2: 0.01627 eV
one S reversed, level 3: 0.02458 eV
one S reversed, level 4: 0.04464 eV
right heavy-hole mass: 0.5000 m_e
right light-hole mass: 0.0403 m_e
wrong mass 1: -0.4016 m_e
wrong mass 2: 0.0937 m_e
wrong mass 3: 0.0620 m_e
wrong mass 4: 0.0341 m_e
false splitting, levels 1-2: 0.02006 eV
false splitting, converted: 20.06 meV
false splitting, levels 3-4: 0.02006 eV
right lowest level [110]: 0.00407 eV
right lowest level [011]: 0.00407 eV
wrong lowest level [110]: 0.00407 eV
wrong lowest level [011]: -0.00041 eV
directions with level in gap: 51.7 percent
sign patterns with doublets: 8 of 16
largest |R|/|S| on Q=0 cone: 0.7071
shear deformation potential: -5.0 eV
strain xz = yz: 0.0010
|S| from strain: 0.00707 eV
strained heavy level: -0.00308 eV
strained light level: 0.04393 eV
S reversed in k part only, heavy: 0.00812 eV
S reversed in k part only, light: 0.03272 eV
split-off energy (rough Ge): 0.3 eV
six-band shift, heavy: 0.00000 eV (magnitude)
six-band shift, light: -0.00212 eV
direct gap (rough Ge): 0.9 eV
nonparabolicity estimate E^2/Eg: 0.00159 eV
thermal energy at 300 K: 0.02585 eV
ALL CHECKS PASSED
```
